# Electrocaloric temperature change of a hafnia ferroelectric from its pyroelectric coefficient

**Question**

I have an exercise on a ferroelectric film of the hafnia type. At 300 K the pyroelectric coefficient has magnitude 50 µC/(m² K), the heat capacity is 2.7 MJ/(m³ K), and the field is changed by 1 MV/cm. I am asked for the size of the electrocaloric temperature change.

I multiplied temperature, pyroelectric coefficient and field, and divided by the heat capacity, because the units then come out in kelvin. I took the field as $10^6$ V/m. I can't justify the formula, and I don't know whether the film warms or cools. I also wonder whether the coefficient may be treated as constant in such a large field, and whether a real 10 nm capacitor would show the temperature change I calculate.

**Answer**

Your combination of factors is right for a small change without heat exchange, but the field is a hundred times too small: 1 MV is $10^6$ V and 1 cm is $10^{-2}$ m, so 1 MV/cm is $10^8$ V/m. The formula follows from thermodynamics, which also settles the sign.

**Why a pyroelectric coefficient gives a temperature change**

Let $P$ be the polarization along the field $E$, and let all energies and entropies be per unit volume. Leave out the vacuum field energy, which does not depend on temperature and carries no entropy. In a reversible change the internal energy obeys

$$du = T\,dS + E\,dP .$$

The experiment controls $T$ and $E$, so use $G = u - TS - EP$. Its differential is

$$dG = du - T\,dS - S\,dT - E\,dP - P\,dE = -S\,dT - P\,dE .$$

Hence $S=-(\partial G/\partial T)_E$ and $P=-(\partial G/\partial E)_T$. The mixed second derivative of $G$ does not depend on the order of differentiation, which gives the Maxwell relation

$$\left(\frac{\partial S}{\partial E}\right)_T=\left(\frac{\partial P}{\partial T}\right)_E\equiv p .$$

The polarization of this ferroelectric falls on heating, so $p=-50$ µC/(m² K); your exercise quotes the magnitude. A field along $P$ therefore lowers the entropy at fixed temperature.

Now write the entropy change for simultaneous changes of $T$ and $E$. With the heat capacity at fixed field, $C_E=T(\partial S/\partial T)_E$,

$$dS=\frac{C_E}{T}\,dT+p\,dE .$$

If the change is reversible and no heat enters or leaves, $dS=0$ and

$$\frac{dT}{dE}=-\frac{Tp}{C_E}.$$

Since $p<0$, a field along the polarization warms the material. The field takes entropy out of the polarization, and the lattice vibrations must take it up, which needs a higher temperature. A small field against the polarization cools it, as long as no domain switches.

Both $p$ and $C_E$ must refer to the same mechanical conditions. For a film held sideways by its substrate, this means fixed in-plane strain and free thickness. Thermal expansion and piezoelectricity then still contribute to $p$ through the thickness. If the substrate itself expands while $p$ is measured, the in-plane strain changes too, and the measured $p$ contains a further piezoelectric part. That part does not belong in the formula when the substrate keeps its size during the field change.

**From the slope to a finite change**

Suppose $p$ is constant over the range used. Then $C_E$ cannot depend on the field, because

$$\left(\frac{\partial C_E}{\partial E}\right)_T
=T\frac{\partial^2 S}{\partial E\,\partial T}
=T\left(\frac{\partial p}{\partial T}\right)_E=0 .$$

Take $C_E$ constant over the small temperature interval as well. Dividing the slope equation by $T$ and integrating from $T_1$ at zero field to $T_2$ at field $\Delta E$ gives

$$\ln\frac{T_2}{T_1}=\frac{|p|\,\Delta E}{C_E}\equiv x,
\qquad
T_2-T_1=T_1(e^x-1)=T_1\left(x+\frac{x^2}{2}+\dots\right).$$

For $x\ll1$ the first term suffices:

$$|\Delta T|\approx\frac{T_1|p|\,\Delta E}{C_E}.$$

Its error relative to the exponential result is about $x/2$. If you start at $T_1$ with the field on and remove it, the change is $T_1(e^{-x}-1)$, a cooling of the same size to first order in $x$.

**The numbers**

The entropy removed at fixed temperature is

$$|p|\,\Delta E=(50\times10^{-6})(10^8)=5000\ \mathrm{J/(m^3\,K)},$$

where the unit follows from C/(m² K) times V/m, with 1 C V = 1 J. Multiplying by 300 K gives a heat of 1.5 MJ/m³. Dividing by the heat capacity,

$$|\Delta T|\approx\frac{1.5\ \mathrm{MJ/m^3}}{2.7\ \mathrm{MJ/(m^3\,K)}}=0.56\ \mathrm{K}.$$

This is the answer to your exercise. Here $x=5000/(2.7\times10^6)=0.00185$, so replacing the exponential by its first term costs about 0.1 %. Solving the entropy balance numerically, with the entropy taken as a derivative of a free energy with constant $p$, also gives 0.56 K.

**Is the coefficient constant in such a field?**

A Landau model shows what to expect. Near the working temperature take

$$G=G_{\rm lat}(T)+\frac{a_0}{2}(T-T_0)P^2+\frac b4P^4-EP,$$

with $a_0,b>0$ and $T<T_0$. This is a mean-field model of one uniform domain. Equilibrium requires $\partial G/\partial P=0$:

$$a_0(T-T_0)P+bP^3=E .$$

At zero field the nonzero solution has $P_r^2=a_0(T_0-T)/b$. Differentiate the equilibrium condition with respect to $T$ at fixed $E$, remembering that $P$ depends on $T$:

$$a_0P+\left[a_0(T-T_0)+3bP^2\right]p=0 .$$

Differentiating with respect to $E$ at fixed $T$ gives the susceptibility $\chi=dP/dE$ in the same way. Thus

$$p=-\frac{a_0P}{a_0(T-T_0)+3bP^2},
\qquad
\chi=\frac{1}{a_0(T-T_0)+3bP^2}.$$

At zero field $3bP_r^2=3a_0(T_0-T)$, so the denominator is $2a_0(T_0-T)$, and

$$p_0=-\frac{P_r}{2(T_0-T)},\qquad
\chi_0=\frac{1}{2a_0(T_0-T)}.$$

To see the trend with field, write $A=a_0(T_0-T)$, so that $|p|=a_0P/(3bP^2-A)$. Then

$$\frac{d|p|}{dP}=a_0\,\frac{(3bP^2-A)-6bP^2}{(3bP^2-A)^2}
=-a_0\,\frac{3bP^2+A}{(3bP^2-A)^2}<0 .$$

A field along $P$ increases $P$ and so lowers $|p|$. At $P=P_r$, where $3bP^2=3A$, this derivative is $-a_0/A$, while $|p_0|=a_0P_r/(2A)$. Multiplying the derivative by $dP=\chi_0E$ and dividing by $|p_0|$ gives, to first order in the field,

$$|p(E)|\approx|p_0|\left(1-\frac{2\chi_0E}{P_r}\right).$$

The average from zero to $\Delta E$ is lower than $|p_0|$ by the fraction $\chi_0\Delta E/P_r$. In this model, constant $p$ is a good approximation when the field adds little to the remanent polarization.

For an example, take rough values for a ferroelectric hafnium-zirconium oxide film: $P_r=20$ µC/cm² and a relative susceptibility of 30. With your $p_0$,

$$T_0=300\ \mathrm K+\frac{0.20}{2(50\times10^{-6})}\ \mathrm K=2300\ \mathrm K .$$

The susceptibility then fixes $a_0=9.41\times10^5$ V m/(C K), and $P_r$ fixes $b=4.71\times10^{10}$ V m⁵/C³. This $T_0$ is a fitting parameter for the slope near 300 K, not a predicted transition temperature.

At 1 MV/cm and 300 K the polarization grows to 22.3 µC/cm², and $|p|$ falls to 41 µC/(m² K). The average of $|p|$ over the field range is 45 µC/(m² K), a reduction of 10 %. The first-order estimate gives $\chi_0\Delta E/P_r=0.13$, so it has the right size but is somewhat too large at this field.

The entropy shows the same effect. Because $\partial G/\partial P=0$, differentiating $G$ with respect to $T$ needs only the explicit temperature dependence:

$$S=S_{\rm lat}(T)-\frac{a_0}{2}P^2 .$$

The entropy removed at 300 K is therefore

$$\frac{a_0}{2}\left(0.2226^2-0.2000^2\right)\approx4490\ \mathrm{J/(m^3\,K)},$$

instead of 5000 J/(m³ K). Keeping the total entropy fixed while the temperature changes gives a rise of 0.50 K. The constant-$p$ result is 11 % above this model value. The heat capacity changes by less than 0.01 % with the field, so nearly all of the difference comes from $p$. This fit assigns the whole susceptibility to the switchable polarization. If only 10 of the 30 belongs to it and the rest is a temperature-independent background, the same model gives an average $|p|$ of 48 µC/(m² K) and a rise of 0.53 K. The size of the correction therefore depends on that assumption.

**What happens near a continuous transition**

As $T$ approaches $T_0$ from below in this model, $P_r$ goes to zero as $\sqrt{T_0-T}$, and $|p_0|$ grows as $1/\sqrt{T_0-T}$. The linear formula with the zero-field coefficient then predicts an unlimited temperature change, which is wrong: close enough to $T_0$, even a small field adds more polarization than was there before.

At $T=T_0$ the equilibrium condition becomes $bP^3=E$, so $P=(E/b)^{1/3}$. The polarization starts from zero, and the entropy removed at fixed temperature is $a_0P^2/2$. If the warming hardly changes $P$,

$$\Delta T\approx\frac{T_0a_0}{2C_{\rm lat}}\left(\frac Eb\right)^{2/3},$$

where $C_{\rm lat}$ is the lattice heat capacity. The change is finite and grows as $E^{2/3}$ instead of $E$. The warming may be neglected in the equilibrium condition when $a_0\Delta T\ll bP^2$, that is, when $T_0a_0^2/(2C_{\rm lat}b)\ll1$.

This limit belongs to a continuous transition. A first-order change to another crystal phase, such as the tetragonal phase of hafnia, needs a model of both phases and a latent heat. The fit above should not be carried to such a transition.

**If the polarization reverses**

The result of 0.56 K requires a field that does not switch the film. Suppose instead that an opposing field reverses $P$ from $+P_r$ to $-P_r$ at a coercive field $E_c$. For a nearly rectangular loop the electrical work is $E_c$ times the polarization change $2P_r$. The two end states at zero field have equal energy by symmetry, so this work becomes heat. With $E_c=1$ MV/cm, a rough value for such films,

$$\Delta T_{\rm rev}\approx\frac{2P_rE_c}{C_E}
=\frac{2(0.20)(10^8)}{2.7\times10^6}\ \mathrm K=15\ \mathrm K,$$

if no heat escapes. This is far larger than the electrocaloric effect, and it is a heating for either direction of switching. To see the reversible effect, keep the field along the existing polarization of a fully poled film. The applied field here equals the rough $E_c$, so domains left pointing the other way can switch. Reversing about 4 % of the volume at $E_c$ already gives as much heat as the whole electrocaloric effect.

The rectangle is a fair approximation for the Landau loop too. Uniform reversal there starts where $AP-bP^3$ is largest, at $P=P_r/\sqrt3$, which gives $E_c=2AP_r/(3\sqrt3)=1.45$ MV/cm. Half the area of that loop is 97 % of $2P_rE_c$ with this model value of $E_c$.

**What a 10 nm capacitor would show**

The polarization, coercive field, susceptibility and thickness used here are in the usual range for hafnium-zirconium oxide capacitors. The fitted $T_0$ is far from typical of a real transition temperature in these films. The applied field is about a quarter of a rough breakdown field of 4 MV/cm, and the voltage is 1 V. The calculation also assumes that no heat leaves the film, and for a field ramp of 1 ns this fails badly.

Consider first the strongest cooling, with both faces held at the starting temperature. The excess temperature $\theta$ obeys $C_E\,\partial\theta/\partial t=\kappa\,\partial^2\theta/\partial z^2$, where $\kappa$ is the thermal conductivity. Its slowest mode is $\sin(\pi z/d)\,e^{-t/\tau}$. Inserting it gives $C_E/\tau=\kappa\pi^2/d^2$, so

$$\tau=\frac{d^2C_E}{\pi^2\kappa}\approx27\ \mathrm{ps}$$

for $d=10$ nm and a rough $\kappa=1$ W/(m K). If the field rises steadily in 1 ns, heat is lost throughout the ramp. The heating power per volume is

$$q=\frac{1.5\ \mathrm{MJ/m^3}}{1\ \mathrm{ns}}=1.5\times10^{15}\ \mathrm{W/m^3}.$$

Since $\tau$ is much shorter than the ramp, the profile is nearly steady: $\kappa\theta''=-q$ with $\theta=0$ at both faces. Hence $\theta=qz(d-z)/(2\kappa)$, and at the middle

$$\theta_{\rm mid}=\frac{qd^2}{8\kappa}\approx0.02\ \mathrm K .$$

Real contacts are not ideal heat sinks: thermal resistance at the faces makes the film warmer than this. As a different case, let the film share its heat with two 10 nm electrodes of heat capacity 3.0 MJ/(m³ K) until all three layers have the same temperature, with no loss from the stack. Energy conservation gives

$$\Delta T_{\rm stack}
=0.56\ \mathrm K\times\frac{2.7\times10}{2.7\times10+2\times3.0\times10}
=0.17\ \mathrm K .$$

Further flow into the substrate lowers this value. These are estimates for two idealized arrangements, not bounds for every device.

Leakage is a small correction on this time scale. A rough current density of $10^{-6}$ A/cm² at 1 MV/cm heats the film at 0.37 K/s if no heat escapes, or by less than $4\times10^{-10}$ K during the 1 ns ramp. Other losses are larger and are left out of the estimates above. A loss tangent of 0.03 dissipates on average $(\pi/4)\,\epsilon\tan\delta\,E^2$ per quarter cycle, about 0.02 K for a relative permittivity of 31. The charging current during the ramp is about 2700 A/cm². In electrodes of 200 Ω per square its Joule heat is negligible for a capacitor 1 µm wide, but comparable to the electrocaloric heat for one 10 µm wide. At an operating temperature of 358 K, the linear formula gives 0.66 K if $p$ and $C_E$ keep their 300 K values.

So for the exercise, the answer is 0.56 K, a warming when the field is applied along $P$. For a 10 nm capacitor with a field ramp of 1 ns, heat flow reduces the rise in both arrangements above by much more than the field dependence of $p$ does. The numerical output below gives the values in more detail.

## Numbers as computed

```
EXERCISE, CONSTANT p
Starting temperature: 300 K
Pyroelectric coefficient p: -50.0 uC/(m^2 K)
Field change: 1.00 MV/cm = 1.0e+08 V/m
Heat capacity: 2.70 MJ/(m^3 K)
Entropy change, magnitude: 5000 J/(m^3 K)
Heat T|p|dE: 1.500 MJ/m^3
Exponent |p|dE/C: 0.001852 (no unit)
Temperature change, linear formula: 0.5556 K
Temperature change, exponential formula: 0.5561 K
Temperature change, entropy balance: 0.5561 K
LANDAU MODEL, ROUGH HAFNIUM-ZIRCONIUM OXIDE VALUES
Remanent polarization: 20.0 uC/cm^2
Relative susceptibility: 30 (no unit)
Extrapolated T0: 2300 K
a0: 9.4117e+05 V m/(C K)
b: 4.7059e+10 V m^5/C^3
Polarization at full field: 22.26 uC/cm^2
p at full field: -40.98 uC/(m^2 K)
Field-averaged p at 300 K: -44.93 uC/(m^2 K)
Temperature change, Landau isentrope: 0.4996 K
Constant-p excess over Landau: 11.2 %
Heat capacity shift with field: -0.0092 %
Landau intrinsic coercive field: 1.449 MV/cm
Landau half loop / rectangle: 0.9743 (no unit)
NEGLECTED EFFECTS, ROUGH INPUTS
Coercive field of film: 1.0 MV/cm
Heating by one reversal: 14.8 K
Film thickness: 10 nm
Voltage across film: 1.00 V
Thermal conductivity: 1.0 W/(m K)
Thermal decay time, ideal sinks: 27.4 ps
Field ramp time: 1.0 ns
Mid-plane rise during ramp, ideal sinks: 0.0188 K
Each electrode thickness: 10 nm
Electrode heat capacity: 3.0 MJ/(m^3 K)
Rise shared with two electrodes: 0.172 K
Leakage current density: 1.0e-06 A/cm^2
Leakage heating rate, no heat loss: 0.370 K/s
Breakdown field: 4.0 MV/cm
Applied / breakdown field: 0.25 (no unit)
Hot operating temperature: 358 K
Linear formula there, same p and C: 0.663 K
```
